\section*{The single-scattering EXAFS equation for an s core level, part 1}

(Sections cited here and not found follow in the later parts.)

An x-ray photon of polarization $\hat{\boldsymbol\epsilon}$ ejects an electron from a deep $s$ level of atom A, which sits at the origin. A second atom B sits at $\mathbf R=R\hat{\mathbf z}$. Above the edge the absorption coefficient $\mu$ differs from the value $\mu_0$ of atom A alone, and the quantity wanted is
\begin{equation}
\chi=\frac{\mu-\mu_0}{\mu_0}.
\end{equation}

The model is as follows. Atomic units ($\hbar=m_e=e=1$) are used in the algebra. One electron moves in $H=-\tfrac12\nabla^2+V_A(r)+V_B(|\mathbf r-\mathbf R|)$, where $V_A$ and $V_B$ are real, spherical about their centres, and vanish outside two spheres that do not overlap. The final-state energy $E=k^2/2>0$ is measured from the zero of potential between the spheres. The core orbital $\psi_c(r)$ is real, spherical and confined to sphere A. The photon acts in the dipole approximation, and the rate is given by the golden rule,
\begin{equation}
\mu\propto\sum_f|\langle f|\hat{\boldsymbol\epsilon}\cdot\mathbf r|\psi_c\rangle|^2\,\delta(E-E_f),
\label{eq:golden}
\end{equation}
with a prefactor that does not depend on the presence of B. The functions $j_l$, $y_l$ and $h_l=j_l+iy_l$ are spherical Bessel, Neumann and Hankel functions, with $j_l(z)\to\sin(z-l\pi/2)/z$ and $y_l(z)\to-\cos(z-l\pi/2)/z$ at large $z$, so that
\begin{equation}
h_l(z)\to(-i)^{l+1}\frac{e^{iz}}{z}.
\label{eq:hlead}
\end{equation}
The $Y_L$ are real normalized spherical harmonics, $L=(l,m)$, and $j_L(\mathbf r)=j_l(kr)Y_L(\hat{\mathbf r})$, $h_L(\mathbf r)=h_l(kr)Y_L(\hat{\mathbf r})$.

\section*{(a) Two forms of the absorption}

Write $\mu$ as an angular integral over scattering states and as a matrix element of the Green operator $G(E)=(E+i0-H)^{-1}$. Find the angular content of the state on which $G$ acts.

\subsection*{Solution}

Since $x,y,z$ equal $\sqrt{4\pi/3}\,r$ times the three real harmonics $Y_{1x},Y_{1y},Y_{1z}$, the product $\hat{\boldsymbol\epsilon}\cdot\mathbf r\,\psi_c$ equals $\sqrt{4\pi/3}\;s(\mathbf r)$ with
\begin{equation}
s(\mathbf r)=r\,\psi_c(r)\sum_{a=x,y,z}\epsilon_a Y_{1a}(\hat{\mathbf r}).
\end{equation}
The source $s$ is real, purely $l=1$, and confined to sphere A. The constant $\sqrt{4\pi/3}$ cancels in $\chi$ and is dropped.

For the first form, take the complete set of scattering states $\psi^-_{\mathbf k}$, each a plane wave $e^{i\mathbf k\cdot\mathbf r}$ plus incoming spherical waves, so that $\sum_f\to\int d^3k'/(2\pi)^3$. With $d^3k'=k'\,dE'\,d\Omega$ the delta function fixes $k'=k$. Because $H$ is real, the complex conjugate of $\psi^-_{\mathbf k}$ solves the same equation, contains the plane wave $e^{-i\mathbf k\cdot\mathbf r}$ and has outgoing spherical waves; it is $\psi^+_{-\mathbf k}$. The integral runs over all directions, so $-\mathbf k$ may be renamed $\mathbf k$:
\begin{equation}
\sum_f|\langle f|s\rangle|^2\delta(E-E_f)=\frac{k}{(2\pi)^3}\int d\Omega_k\left|\int d^3r\,\psi^+_{\mathbf k}(\mathbf r)\,s(\mathbf r)\right|^2.
\label{eq:formA}
\end{equation}

For the second form, insert the eigenstates of $H$ into $g(E)=\langle s|G(E)|s\rangle$:
\begin{equation}
g(E)=\sum_f\frac{|\langle f|s\rangle|^2}{E-E_f+i\eta},\qquad
-\mathrm{Im}\,\frac{1}{E-E_f+i\eta}=\frac{\eta}{(E-E_f)^2+\eta^2}.
\label{eq:spectral}
\end{equation}
The last expression has area $\pi$ and tends to $\pi\delta(E-E_f)$ as $\eta\to0$. Hence $\mu\propto-\mathrm{Im}\,g$. With $g=g_A+\delta g$, where $g_A$ belongs to atom A alone,
\begin{equation}
\chi=\frac{-\mathrm{Im}\,\delta g}{-\mathrm{Im}\,g_A}.
\label{eq:chiG}
\end{equation}
The function $\psi=Gs$ solves $(E-H)\psi=s$ with outgoing waves at infinity, and $g=\int s\,\psi\,d^3r$. It is the wave emitted by the core region, and $\delta g$ is the part of it that comes back.

\section*{(b) One spherical scatterer}

Describe the response of one sphere to a regular wave $j_L$, construct the Green function of atom A alone, and find $-\mathrm{Im}\,g_A$. Also find the scattering amplitude $f(\vartheta)$ in terms of the same response coefficients.

\subsection*{Solution}

Outside the sphere the solution that is regular at the centre is a combination of $j_l$ and $h_l$. Normalize it as
\begin{equation}
\tilde F_l(r)=j_l(kr)+\tau_l\,h_l(kr)\quad\text{outside}.
\end{equation}
This defines $\tau_l$: an incident $j_L$ produces the outgoing wave $\tau_lh_L$, and the total wave inside the sphere is $\tilde F_lY_L$. For real $k$, $j_l=(h_l+h_l^*)/2$, so $\tilde F_l=\tfrac12[h_l^*+(1+2\tau_l)h_l]$. The radial equation is real, so its regular solution is a constant times a real function, and a real function outside has the form $bh_l+b^*h_l^*$. Therefore $1+2\tau_l=b/b^*$ has unit modulus:
\begin{equation}
1+2\tau_l=e^{2i\delta_l},\qquad \tau_l=ie^{i\delta_l}\sin\delta_l,\qquad \mathrm{Re}\,\tau_l=-|\tau_l|^2.
\label{eq:tau}
\end{equation}
The last relation follows from $|1+2\tau|^2=1+4\,\mathrm{Re}\,\tau+4|\tau|^2=1$. Taking out a phase,
\begin{equation}
\tilde F_l=e^{i\delta_l}\left[e^{-i\delta_l}j_l+i\sin\delta_l\,(j_l+iy_l)\right]=e^{i\delta_l}F_l,\qquad F_l=j_l\cos\delta_l-y_l\sin\delta_l,
\end{equation}
with $F_l$ real outside and, by continuation, inside.

Write $G_A(\mathbf r,\mathbf r')=\sum_L Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf r}')\,g_l(r,r')/(rr')$. The equation $(E-H)G=\delta$ becomes
\begin{equation}
\left[\tfrac12\frac{d^2}{dr^2}+E-V_A-\frac{l(l+1)}{2r^2}\right]g_l(r,r')=\delta(r-r').
\end{equation}
Let $H_l$ be the solution that equals $h_l(kr)$ outside. Regularity at the origin and the outgoing condition give $g_l=C\,u(r_<)w(r_>)$ with $u=r\tilde F_l$ and $w=rH_l$. Integrating across $r=r'$ shows that $dg_l/dr$ jumps by 2, so $C(uw'-u'w)=2$. The Wronskian $uw'-u'w$ is independent of $r$ because the equation has no first-derivative term, and it may be evaluated at large $r$. The part $\tau_lh_l$ of $u$ is proportional to $w$ and contributes nothing. With $\xi=kr-l\pi/2$, the rest is $u\to\sin\xi/k$ and $w\to-ie^{i\xi}/k$, so
\begin{equation}
uw'-u'w=\frac1k\left[\sin\xi\,e^{i\xi}+i\cos\xi\,e^{i\xi}\right]=\frac1k\,e^{i\xi}\,ie^{-i\xi}=\frac ik .
\end{equation}
Thus $C=2k/i=-2ik$ and
\begin{equation}
G_A(\mathbf r,\mathbf r')=-2ik\sum_L\tilde F_l(r_<)H_l(r_>)Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf r}').
\label{eq:GA}
\end{equation}
Outside, $e^{i\delta_l}h_l=(j_l\cos\delta_l-y_l\sin\delta_l)+i(j_l\sin\delta_l+y_l\cos\delta_l)=F_l+iI_l$, where $I_l$ is a second real solution, and this relation continues inside. Then $\tilde F_lH_l=F_l(r_<)[F_l(r_>)+iI_l(r_>)]$, and the imaginary part of $-2ik$ times this product is $-2kF_l(r)F_l(r')$. Only $l=1$ overlaps the source, and $\sum_a\epsilon_a^2=1$, so
\begin{equation}
-\mathrm{Im}\,g_A=2kM^2,\qquad M=\int_0^\infty F^A_1(r)\,\psi_c(r)\,r^3dr .
\label{eq:mu0}
\end{equation}

Setting $V=0$ in \eqref{eq:GA} gives the free Green function. It is also known in closed form: $(\nabla^2+k^2)e^{ik\rho}/\rho=-4\pi\delta^3(\boldsymbol\rho)$ and $E-H=\tfrac12(\nabla^2+k^2)$ give $G_0=-e^{ik\rho}/(2\pi\rho)=-(ik/2\pi)h_0(k\rho)$, since $h_0(z)=-ie^{iz}/z$. Equating the two and using $\sum_mY_{lm}(\hat{\mathbf x})Y_{lm}(\hat{\mathbf y})=(2l+1)P_l(\hat{\mathbf x}\cdot\hat{\mathbf y})/4\pi$ yields, for $x<y$,
\begin{equation}
h_0(k|\mathbf x-\mathbf y|)=\sum_l(2l+1)\,j_l(kx)\,h_l(ky)\,P_l(\hat{\mathbf x}\cdot\hat{\mathbf y}).
\label{eq:add}
\end{equation}
Send $\mathbf y=-y\hat{\mathbf k}$ to infinity. Then $|\mathbf x-\mathbf y|\to y+\hat{\mathbf k}\cdot\mathbf x$, the left side becomes $-i\,e^{iky}e^{i\mathbf k\cdot\mathbf x}/(ky)$, and on the right \eqref{eq:hlead} and $P_l(-c)=(-1)^lP_l(c)$ give the factor $(-i)^{l+1}(-1)^l=-i\,i^l$. Cancelling the common factor,
\begin{equation}
e^{i\mathbf k\cdot\mathbf x}=\sum_l(2l+1)\,i^l j_l(kx)P_l(\hat{\mathbf k}\cdot\hat{\mathbf x})=4\pi\sum_Li^l\,Y_L(\hat{\mathbf k})\,j_L(\mathbf x).
\label{eq:plane}
\end{equation}
A sphere adds $\tau_lh_l$ to each $j_l$. At large distance $i^l(-i)^{l+1}=-i$, and the scattered wave is $f(\vartheta)e^{ikx}/x$ with
\begin{equation}
f(\vartheta)=\frac1{ik}\sum_l(2l+1)\tau_lP_l(\cos\vartheta),\qquad
f(\pi)=\frac1k\sum_l(2l+1)(-1)^le^{i\delta_l}\sin\delta_l .
\label{eq:f}
\end{equation}

\section*{(c) The returning wave}

Solve $(E-H)\psi=s$ for the pair in terms of coefficients that re-expand outgoing waves of one centre as regular waves about the other. Obtain $\chi$ to first order in scattering by B, including its dependence on the angle $\theta$ between $\hat{\boldsymbol\epsilon}$ and the bond.

\subsection*{Solution}

The Hamiltonian is unchanged by $x\to-x$, by $y\to-y$ and by rotations about $z$. Under $x\to-x$ the harmonic $Y_{1x}$ is odd while $Y_{1y}$ and $Y_{1z}$ are even, so $G$ has no matrix element between the $x$ source and the other two; the reflection $y\to-y$ does the same for $y$. A rotation by $\pi/2$ maps the $x$ problem onto the $y$ problem. With $\epsilon_z^2=\cos^2\theta$ and $\epsilon_x^2+\epsilon_y^2=\sin^2\theta$, and since $g_A$ does not depend on direction,
\begin{equation}
\chi(\theta)=\cos^2\theta\,\chi_0+\sin^2\theta\,\chi_1,
\label{eq:pol}
\end{equation}
where $\chi_0$ belongs to polarization along the bond ($m=0$) and $\chi_1$ to polarization along $x$ (harmonics proportional to $\cos\varphi$, labelled $m=1$). This form is exact for the pair. Within each problem $m$ is conserved by the same symmetry, so only the index $l$ is carried.

Let $\mathbf r'=\mathbf r-\mathbf R$. An outgoing wave from A is regular near B, and conversely, so there are coefficients $U$ and $W$ with
\begin{equation}
h_{lm}(\mathbf r)=\sum_{l'}U^m_{l'l}\,j_{l'm}(\mathbf r')\quad(r'<R),\qquad
h_{l'm}(\mathbf r')=\sum_lW^m_{ll'}\,j_{lm}(\mathbf r)\quad(r<R).
\end{equation}
They are related. Take a point $\mathbf x$ near the origin and a point $\mathbf R+\mathbf x'$ near B. The function $G_0$ depends only on their distance and can be expanded about either centre. About A it is $-2ik\sum_Lj_L(\mathbf x)h_L(\mathbf R+\mathbf x')=-2ik\sum j_{lm}(\mathbf x)U^m_{l'l}j_{l'm}(\mathbf x')$. About B it is $-2ik\sum_{L'}j_{L'}(\mathbf x')h_{L'}(\mathbf x-\mathbf R)=-2ik\sum j_{l'm}(\mathbf x')W^m_{ll'}j_{lm}(\mathbf x)$. The functions $j_L$ are independent, so
\begin{equation}
W^m_{ll'}=U^m_{l'l}.
\label{eq:recip}
\end{equation}

Without B the solution is $G_As$. Outside sphere A, \eqref{eq:GA} with $r_>=r$ gives
\begin{equation}
G_As=c\,h_{1m}(\mathbf r),\qquad c=-2ik\,\tilde M,\qquad \tilde M=\int\tilde F^A_1\psi_cr^3dr=e^{i\delta_1}M,
\end{equation}
where $\delta_1$ without a superscript is the $p$ phase shift of the absorber. With B present, let $a_l$ be the coefficients of the regular waves $j_{lm}(\mathbf r)$ that arrive at A from B, and $b_{l'}$ those that arrive at B from A. Atom A sends out $c\,h_{1m}+\sum_l\tau^A_la_lh_{lm}$ and atom B sends out $\sum_{l'}\tau^B_{l'}b_{l'}h_{l'm}$. In matrix form, with $e_1$ the unit vector of $l=1$ and $\tau^{A,B}$ diagonal,
\begin{equation}
b=U(c\,e_1+\tau^Aa),\qquad a=W\tau^Bb .
\end{equation}
The wave so built solves the equation in both spheres and between them and is outgoing at infinity, so it is $Gs$. Eliminating $b$,
\begin{equation}
a=c\,(1-X\tau^A)^{-1}Xe_1,\qquad X=W\tau^BU .
\label{eq:allorder}
\end{equation}
Inside A the added wave is $\sum_la_l\tilde F^A_lY_{lm}$, and its overlap with the source is $\delta g=a_1\tilde M$. The first term of the geometric series in \eqref{eq:allorder} is single scattering. Writing $X^m$ for the element $X^m_{11}$ and using \eqref{eq:recip},
\begin{equation}
\delta g=-2ik\,\tilde M^2X^m=-2ikM^2e^{2i\delta_1}X^m,\qquad X^m=\sum_l\tau^B_l\,(U^m_{l1})^2 .
\label{eq:dg}
\end{equation}
For any complex $Z$, $-\mathrm{Im}(-iZ)=\mathrm{Re}\,Z$. Dividing by \eqref{eq:mu0},
\begin{equation}
\chi_m=\mathrm{Re}\left[e^{2i\delta_1}X^m\right].
\label{eq:chim}
\end{equation}
The radial matrix element has cancelled, so at real energy $\chi$ does not depend on the shape of the core orbital. One factor $e^{i\delta_1}$ comes from emission and one from re-entry; only $l=1$ appears because the source emits and absorbs only that wave.

\section*{(d) The translation coefficients}

Find $U^0_{l1}$ and $U^1_{l1}$ in closed form, and with them $X^0$ and $X^1$.

The fine structure $\chi$ has been expressed, to first order in scattering by B, through the absorber phase shift $\delta_1$ and the sums $X^0$ and $X^1$. It remains to find the translation coefficients in these sums, and then to treat the large-$kR$ limit, losses, disorder, several neighbours and a numerical model.
